# Non-relativistic shift of hydrogenic s levels from finite nuclear size, part 1

(Sections cited here and not found follow in the second part.)

A proton is not a point. Its charge is spread over roughly a femtometre, some fifty thousand times less than the Bohr radius. Outside a spherical charge the electron feels the attraction $-Z/r$. Inside it the potential deepens more slowly than $-Z/r$, because only the charge nearer the centre still pulls. An electron in an s state has a nonzero density at the centre, so it spends a small part of its time where the attraction is weaker than for a point charge, and its level lies slightly higher. The questions are how much higher, and which property of the charge cloud decides it.

## 1. Conventions

Atomic units are used: $\hbar=m_e=e^2/4\pi\varepsilon_0=1$, lengths in bohr, energies in hartree ($E_h$). The treatment is non-relativistic and without spin. The nucleus has mass $M$ and a rigid charge density $Z\rho(\mathbf r)$ with $\rho\ge0$ and $\int\rho\,d^3r=1$. Moments are $\langle r^k\rangle=\int\rho\,r^k\,d^3r$, and the root-mean-square radius is $r_N=\langle r^2\rangle^{1/2}$.

The interaction depends only on $\mathbf r=\mathbf r_e-\mathbf r_{\rm nuc}$. With total momentum $\mathbf P=\mathbf p_e+\mathbf p_{\rm nuc}$ and relative momentum $\mathbf p=(M\mathbf p_e-\mathbf p_{\rm nuc})/(1+M)$, one has $\mathbf p_e=\mathbf P/(1+M)+\mathbf p$ and $\mathbf p_{\rm nuc}=M\mathbf P/(1+M)-\mathbf p$. In $p_e^2/2+p_{\rm nuc}^2/2M$ the cross terms cancel, leaving $P^2/2(1+M)+p^2/2\mu$ with $1/\mu=1+1/M$. The relative motion obeys

$$H=H_0+\delta V,\qquad H_0=-\frac{\nabla^2}{2\mu}-\frac Zr,\qquad \delta V(\mathbf r)=\frac Zr-Z\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'. \tag{1}$$

The small parameter will be $\epsilon=\mu Z r_N$, the nuclear radius divided by the orbit scale $1/\mu Z$.

One angular average is needed several times. Let two vectors have lengths $a$ and $b$ and let $c$ be the cosine of the angle between them. The average over directions is $\frac12\int_{-1}^1dc$. With $w=a^2+b^2-2abc$, $dw=-2ab\,dc$, and $w$ running from $(a+b)^2$ to $(a-b)^2$,

$$\overline{|\mathbf a-\mathbf b|^{\,p}}=\frac1{4ab}\int_{(a-b)^2}^{(a+b)^2}w^{p/2}dw=\frac{(a+b)^{p+2}-|a-b|^{p+2}}{2(p+2)\,ab}. \tag{2}$$

Call the larger length $r_>$ and the smaller $r_<$. For $p=-1$ the numerator is $2r_<$ and the denominator $2r_>r_<$, so the average is $1/r_>$, which is the shell theorem. For $p=1$ the numerator is $6r_>^2r_<+2r_<^3$ and the denominator $6r_>r_<$, so the average is $r_>+r_<^2/3r_>$. For $p=3$ the numerator is $10r_>^4r_<+20r_>^2r_<^3+2r_<^5$ and the denominator $10r_>r_<$, so the average is $r_>^3+2r_>r_<^2+r_<^4/5r_>$.

## 2. The simplest case: a charged shell and the 1s state

Take $\mu=1$ and put all the charge on a thin shell of radius $R$. The integral in (1) is then the $p=-1$ average, $1/\max(r,R)$, and

$$\delta V=Z\left(\frac1r-\frac1R\right)\ \ (r<R),\qquad \delta V=0\ \ (r>R). \tag{3}$$

The perturbation is positive and confined to the nucleus. It is not small there, since it diverges at the centre. What is small is the probability of finding the electron inside. I use the first-order formula $\Delta E_1=\int|\psi|^2\delta V\,d^3r$ for now and establish its error in entry 7.

The 1s density is $|\psi|^2=(Z^3/\pi)e^{-2Zr}$, normalized because $4\pi\int_0^\infty r^2e^{-2Zr}dr=4\pi\cdot2/(2Z)^3=\pi/Z^3$. Inside the shell $2Zr\ll1$, so the exponential is expanded:

$$\Delta E_1=4Z^4\int_0^R\left(r-\frac{r^2}R\right)(1-2Zr+\dots)\,dr=4Z^4\left[\left(\frac{R^2}2-\frac{R^2}3\right)-2Z\left(\frac{R^3}3-\frac{R^3}4\right)+\dots\right].$$

The first bracket is $R^2/6$ and the second $R^3/12$, which gives

$$\Delta E_1=\tfrac23Z^4R^2\,(1-ZR+\dots). \tag{4}$$

Limits: the shift vanishes as $R\to0$, and it is positive, as a weakened attraction requires. The power $R^2$ is a volume $R^3$ times a potential $Z/R$. The power $Z^4$ is that one $Z$ times the $Z^3$ of the density at the centre.

## 3. Spherical nuclei as stacks of shells

By (1), $\delta V$ is linear in $\rho$. A spherical density is a stack of shells with weight $p(R)\,dR=4\pi R^2\rho(R)\,dR$, and $\int p\,dR=1$ lets the term $Z/r$ be distributed over the shells with the same weights. An integral of $\delta V$ against a fixed function is therefore the $p$-weighted average of the shell result.

It pays to do the shell integral once for a general spherical function. Let $F(r)$ be finite at the origin, and write the function to be integrated as $\nabla^2F=(rF)''/r$. With $d^3r=4\pi r^2dr$ and $\delta V=(Z/r)(1-r/R)$, the factors of $r$ cancel:

$$\int\delta V\,\nabla^2F\,d^3r=4\pi Z\int_0^R\left(1-\frac rR\right)(rF)''dr.$$

Integrate by parts. The boundary term $(1-r/R)(rF)'$ is zero at $r=R$ and equals $F(0)$ at $r=0$, so it contributes $-F(0)$. The remaining term is $+\frac1R\int_0^R(rF)'dr=F(R)$. Averaging over shells turns $F(R)$ into $\langle F\rangle=\int\rho F\,d^3r$:

$$\int\delta V\,\nabla^2F\,d^3r=4\pi Z\,[\langle F\rangle-F(0)]. \tag{5}$$

For powers, $\nabla^2r^{k+2}=(r^{k+3})''/r=(k+3)(k+2)\,r^k$. Taking $F=r^2/6$, $r^3/12$ and $r^4/20$ gives

$$\int\delta V\,d^3r=\frac{2\pi Z}3\langle r^2\rangle,\qquad\int\delta V\,r\,d^3r=\frac{\pi Z}3\langle r^3\rangle,\qquad\int\delta V\,r^2d^3r=\frac{\pi Z}5\langle r^4\rangle. \tag{6}$$

For $\epsilon\ll1$ an s-state density is nearly constant across the nucleus. Replacing it by its central value,

$$\Delta E_1\simeq\frac{2\pi Z}3\,|\psi(0)|^2\,\langle r^2\rangle. \tag{7}$$

Check on the shell: $|\psi(0)|^2=Z^3/\pi$ and $\langle r^2\rangle=R^2$ return the leading term of (4).

Check on the uniform sphere, without using (5). Here $p(t)=3t^2/R^3$. The shell theorem gives the potential of unit charge at $r<R$ as $\frac1r\int_0^rp\,dt+\int_r^R\frac pt\,dt=\frac{r^2}{R^3}+\frac{3(R^2-r^2)}{2R^3}=\frac{3R^2-r^2}{2R^3}$. Then

$$\int\delta V\,d^3r=4\pi Z\int_0^R\left(r-\frac{3r^2}{2R}+\frac{r^4}{2R^3}\right)dr=4\pi Z R^2\left(\frac12-\frac12+\frac1{10}\right)=\frac{2\pi Z}5R^2 .$$

The moment is $\langle r^2\rangle=\int_0^R3t^4dt/R^3=3R^2/5$, and $\frac{2\pi Z}3\cdot\frac35R^2=\frac{2\pi Z}5R^2$ agrees. The radius in (7) is the rms radius and not the edge. Using the edge radius of a sphere in (7) would overestimate the shift by the factor $5/3$.

A density with a tail causes no trouble provided the moments used are finite and the charge lies well within $1/\mu Z$. Two such models are used below: the Gaussian $\rho\propto e^{-r^2/a^2}$, where each Cartesian coordinate has variance $a^2/2$ and $\langle r^2\rangle=3a^2/2$, and the exponential $\rho\propto e^{-r/a}$, where $\langle r^2\rangle=4!\,a^5/(2!\,a^3)=12a^2$. The program tests all three integrals (6) by quadrature for the shell, sphere, Gaussian and exponential.

Equation (7) is the expectation value of the operator $\frac{2\pi Z}3r_N^2\,\delta^3(\mathbf r)$. This is the contact form of the finite-size effect: to an electron wave that varies slowly over the nucleus, $\delta V$ acts as a spike at the origin whose strength is its volume integral. Entry 7 shows why this operator may be used in first order only.

## 4. Nuclei of any shape, first order

Drop spherical symmetry. By linearity, $\delta V$ is a sum over point charges $Z\rho(\mathbf b)\,d^3b$, each contributing $Z/r-Z/|\mathbf r-\mathbf b|$ times its weight. In $\int|\psi|^2\delta V\,d^3r$ the density of an s state does not depend on the direction of $\mathbf r$, so the angular integration acts on $1/|\mathbf r-\mathbf b|$ alone and gives $1/\max(r,b)$ by (2). For a spherical electron density a point charge at distance $b$ is exactly equivalent to a shell of radius $b$. Equations (5) to (7) therefore hold for any $\rho$ when $F$ is spherical, with the angular integration done first. Deformation and lumps enter the first-order s-state shift only through the radial distribution of the charge, and orientation does not enter at all.

The program tests this without any angular averaging. For three unequal point charges off the origin it integrates $|\psi_{ns}|^2\delta V$ in spheroidal coordinates with foci at the origin and at the charge, for $Z=2$ and $n=1,2,3$, and compares with the moment formula (12) below.

For $n\ge2$ the level $ns$ of $H_0$ is degenerate with higher $l$, and the diagonal element is the shift only if $\delta V$ does not mix them at the same order. A spherical $\delta V$ conserves $l$. For a non-spherical one, the expansion $1/|\mathbf r-\mathbf b|=\sum_l b^lP_l(\cos\gamma)/r^{l+1}$ outside the charge gives terms of size $ZR^l/r^{l+1}$, where $R$ is the nuclear extent. The dipole $l=1$ is treated in entry 6. The quadrupole $l=2$ is of order $R^2$, like (7), and couples $ns$ to $nd$ through $I=\int_0^\infty u_0u_2\,r^{-3}dr$, where $u_l$ is $r$ times the radial function. This integral vanishes, as follows. The two functions have equal energy, so $u_0''=Au_0$ and $u_2''=(A+6/r^2)u_2$ with the same $A=\kappa^2-2\mu Z/r$. Put $S=u_0u_2\sim r^4$ and $W=u_0u_2'-u_0'u_2\sim r^3$ at small $r$. Then $W'=6S/r^2$. Integrating this gives $\int S/r^2dr=0$. Dividing it by $r$ and integrating by parts gives $6I=\int W/r^2dr$. Next, $(u_0'u_2')'=AS'+(6/r^2)\,u_0'u_2$ with $u_0'u_2=(S'-W)/2$. Its integral is zero, since $u_2'(0)=0$. By parts, $\int AS'dr=-2\mu Z\int S/r^2dr=0$ and $\int S'/r^2dr=2I$, so $0=3\cdot2I-3\int W/r^2dr$, that is $\int W/r^2dr=2I$. Together, $6I=2I$ and $I=0$. The interior of the nucleus, where the $r^{-3}$ form fails, contributes $R^2\int_0^R S/r^3dr\sim R^4$. Multipoles with $l\ge3$ have coupling of order $R^3$ or smaller, and a coupling $v$ between levels split by an amount of order $R^2$ moves them by $v^2/R^2\sim R^4$. Mixing within the shell $n$ does not affect the leading shift.

## 5. The density at the origin for every n and μ

With $\psi=(u/r)Y_{lm}$ and $E=-\kappa^2/2\mu$ the point-nucleus radial equation is

$$u''=\left[\frac{l(l+1)}{r^2}-\frac{2\mu Z}r+\kappa^2\right]u. \tag{8}$$

As an ordinary differential equation it makes sense for real $l\ge0$, and that freedom will be used.

Energy. Insert $u=e^{-\kappa r}\sum_kc_kr^{s}$ with $s=k+l+1$. Since $(r^se^{-\kappa r})''=[s(s-1)r^{s-2}-2\kappa s\,r^{s-1}+\kappa^2r^s]e^{-\kappa r}$, the $\kappa^2$ terms cancel. The coefficient of $r^{k+l}$ collects $c_{k+1}[(k+l+2)(k+l+1)-l(l+1)]$ and $c_k[2\mu Z-2\kappa(k+l+1)]$. The first bracket equals $(k+1)(k+2l+2)$, so

$$c_{k+1}(k+1)(k+2l+2)=2\,[\kappa(k+l+1)-\mu Z]\,c_k. \tag{9}$$

If the series does not end, $c_{k+1}/c_k\to2\kappa/k$, the sum grows as $e^{2\kappa r}$ and $u$ is not normalizable. It ends at $k=n_r$ when $\kappa=\mu Z/(n_r+l+1)$, so $E=-\mu Z^2/2(n_r+l+1)^2$, and $n=n_r+l+1$.

The mean of $r^{-2}$. Let $h_l=-\frac1{2\mu}\frac{d^2}{dr^2}+\frac{l(l+1)}{2\mu r^2}-\frac Zr$ and $\int u^2dr=1$. Differentiate $(h_l-E)u=0$ with respect to $l$ at fixed $n_r$, multiply by $u$ and integrate. The term $\int u\,(h_l-E)\,\partial_lu\,dr$ vanishes after two integrations by parts; at $l=0$, $\partial_lu\sim r\ln r$ and the boundary term $u\,\partial_lu'-u'\partial_lu\sim r$ goes to zero. What remains is the Hellmann–Feynman relation $dE/dl=\langle\partial_lh_l\rangle$:

$$\frac{\mu Z^2}{n^3}=\frac{2l+1}{2\mu}\langle r^{-2}\rangle_\psi .$$

For $l=0$, $\langle r^{-2}\rangle_\psi=2\mu^2Z^2/n^3$, where the subscript marks an average over the electron.

The slope at the origin. For $l=0$ write (8) as $u''=2\mu(V-E)u$ with $V=-Z/r$, multiply by $2u'$ and integrate from $0$ to $\infty$. The left side is $[u'^2]_0^\infty=-u'(0)^2$. The right side is $2\mu\int(V-E)(u^2)'dr=2\mu[(V-E)u^2]_0^\infty-2\mu\int V'u^2dr$, and the boundary term vanishes because $u^2/r\to0$. With $V'=Z/r^2$,

$$u'(0)^2=2\mu Z\langle r^{-2}\rangle_\psi=\frac{4\mu^3Z^3}{n^3},\qquad|\psi_{ns}(0)|^2=\frac{u'(0)^2}{4\pi}=\frac{(\mu Z)^3}{\pi n^3}, \tag{10}$$

using $Y_{00}=1/\sqrt{4\pi}$. Check: $n=1$, $\mu=1$ gives $Z^3/\pi$, as in entry 2. The program verifies both relations symbolically on the explicit Laguerre states $n=1$ to $4$.

Putting (10) into (7),

$$\Delta E_{ns}=\frac23\,\frac{Z^4\mu^3r_N^2}{n^3}\qquad(\text{leading order in }\epsilon=\mu Zr_N). \tag{11}$$

For an infinitely heavy nucleus $\mu=1$ and this is $\frac23Z^4r_N^2/n^3$. A scaling check: measuring $r$ in units of $1/\mu Z$ turns $H$ into $\mu Z^2$ times an operator that depends on $\epsilon$ and the nuclear shape alone, and (11) is indeed $\mu Z^2\cdot\frac23\epsilon^2/n^3$. Relative to the binding energy $\mu Z^2/2n^2$ the shift is $\frac43\epsilon^2/n$.

The cusp. For $l=0$, $k=0$, (9) gives $c_1=(\kappa-\mu Z)c_0$, so $u=c_0r[1-\kappa r+(\kappa-\mu Z)r+\dots]=c_0r(1-\mu Zr+\dots)$ for every $n$. Then $|\psi|^2=|\psi(0)|^2(1-2\mu Zr+\dots)$, and the first two integrals of (6) give

$$\Delta E_1=\frac23\frac{Z^4\mu^3}{n^3}\left[\langle r^2\rangle-\mu Z\langle r^3\rangle+\dots\right], \tag{12}$$

which reduces to (4) for the shell. This is the first-order shift only. Its second term is not the whole correction of relative order $\epsilon$.

## 6. A limit that fails: the displaced point nucleus

Apply (11) to a point nucleus fixed at $\mathbf d=d\,\hat{\mathbf z}$ instead of at the origin. Then $\langle r^2\rangle=d^2$ and (7) predicts $\frac{2\pi Z}3|\psi(0)|^2d^2$. The exact shift is zero, since moving an atom does not change its energy. First order is therefore not enough here, and the missing piece must be found.

For $r>d$, $1/|\mathbf r-\mathbf d|=1/r+d\cos\theta/r^2+\dots$, so $\delta V$ has a dipole part $\delta V_1=-Zd\cos\theta/r^2$. It is of first order in $d$, averages to zero in an s state, and contributes at order $d^2$ through second order. The first-order wavefunction solves $(H_0-E_0)\psi_1=-\delta V_1\psi$, and $E_2=\int\psi\,\delta V_1\psi_1\,d^3r$. Differentiating $(H_0-E_0)\psi=0$ with respect to $z$ gives $(H_0-E_0)\partial_z\psi=-(\partial_zV)\psi$ with $\partial_zV=Z\cos\theta/r^2$. Hence $\psi_1=-d\,\partial_z\psi=-d\cos\theta\,\psi'(r)$ satisfies $(H_0-E_0)\psi_1=+Zd\cos\theta\,\psi/r^2=-\delta V_1\psi$. It is the first term of the translated wavefunction $\psi(\mathbf r-\mathbf d)$. The same equation, projected on a degenerate state $np$, shows that $\delta V_1$ has no matrix element between $ns$ and $np$, so an admixture of $np$ in $\psi_1$ would not change $E_2$. With the angular average of $\cos^2\theta$ equal to $1/3$,

$$E_2=Zd^2\cdot\frac{4\pi}3\int_0^\infty\psi\psi'\,dr=Zd^2\cdot\frac{4\pi}3\cdot\left(-\frac{\psi(0)^2}2\right)=-\frac{2\pi Z}3|\psi(0)|^2d^2. \tag{13}$$

The region $r<d$, where the dipole form fails, is a fraction of order $\mu Zd$ of this integral and matters only at order $d^3$. Equation (13) cancels the first-order term. For 1s with $\mu=1$, $\psi_1=Zd\cos\theta\,\psi$ and $E_2=-\frac23Z^4d^2$; the program verifies both symbolically.

For a general density with centre of charge $\mathbf d=\int\rho\,\mathbf r\,d^3r$, the exterior dipole term is the same $\delta V_1$, and the sum of (7) and (13) contains $\langle r^2\rangle-d^2=\langle|\mathbf r-\mathbf d|^2\rangle$. So (11) holds with $r_N$ measured from the centre of charge. From here on the origin is that centre. With finite $M$ this assumes that the centres of charge and of mass coincide, which is so for a nucleus whose charge and mass densities are both even under $\mathbf r\to-\mathbf r$.

To first order, the finite size of the nucleus raises the $ns$ level by (11), with $r_N$ the rms charge radius measured from the centre of charge; the displaced point nucleus shows that second order cannot simply be ignored. It remains to establish the error of (11) and its next correction, to treat states with $l>0$, and to evaluate the shift for hydrogen.
